# Occupations from Imaginary-Axis Green Functions and Their k-Mesh Errors: test program

```python
"""
Result under test: the zero-temperature occupation of a site, per spin, is
    n = 1/2 + (1/pi) * integral_0^infinity Re G(mu + i w) dw,
and for a uniform ring of N sites (an N-point k mesh) the error of G at fixed
w > 0 decays as exp(-N kappa(w)).  The exact w integral at fixed N nevertheless
keeps a level-counting error of order 1/N in a metal.  Quadrature nodes off the
real axis, each with its own mesh, remove that error.

Symbols: t hopping (eV), band energy -2 t cos k, mu chemical potential (eV),
z = mu + i w, x the root of z = -t (x + 1/x) with |x| < 1, kappa = -ln|x|,
k_fermi the Fermi wave number times the lattice constant.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import k as k_boltzmann, e as charge

t = 1.0
mu = -0.6
k_fermi = np.arccos(-mu / (2 * t))
n_exact = k_fermi / np.pi


def root_z(z):
    z = np.asarray(z, dtype=complex)
    return np.sqrt(z - 2 * t) * np.sqrt(z + 2 * t)


def chain_green(z):
    return 1 / root_z(z)


def decay_factor(z):
    return -2 * t / (z + root_z(z))


def kappa_of(z):
    return np.arccosh((abs(z + 2 * t) + abs(z - 2 * t)) / (4 * t))


def mesh_energies(n_sites):
    return -2 * t * np.cos(2 * np.pi * np.arange(n_sites) / n_sites)


def mesh_green(z, n_sites):
    return np.mean(1 / (z - mesh_energies(n_sites)))


def ring_matrix(n_sites):
    h = np.zeros((n_sites, n_sites))
    for i in range(n_sites):
        j = (i + 1) % n_sites
        h[i, j] = h[j, i] = -t
    return h


def integrate_up(func, start):
    opts = dict(epsabs=1e-12, epsrel=1e-11, limit=300)
    middle = start + 1.0
    return quad(func, start, middle, **opts)[0] + quad(func, middle, np.inf, **opts)[0]


# Occupation formula on a ring with an impurity, against eigenvectors
h_imp = ring_matrix(9)
h_imp[0, 0] = 0.7
levels, vectors = np.linalg.eigh(h_imp)
n_imp_vectors = np.sum(vectors[0, levels < mu] ** 2)
unit = np.eye(9)
n_imp_integral = 0.5 + integrate_up(
    lambda w: np.linalg.solve((mu + 1j * w) * unit - h_imp, unit[0])[0].real,
    0.0) / np.pi
assert abs(n_imp_vectors - n_imp_integral) < 1e-8

# Levels exactly at the chemical potential count one half:
# six sites, mu = -t: one level below, two at mu
n_half = 0.5 + integrate_up(lambda w: mesh_green(-t + 1j * w, 6).real, 0.0) / np.pi
assert abs(n_half - (1 + 2 * 0.5) / 6) < 1e-8

# Ring function against matrix inversion; chain function against k quadrature
for z in (mu + 0.2j, 0.9 + 0.05j, 2.5 + 0.3j, -1.9 + 1.0j):
    x = decay_factor(z)
    assert abs(x) < 1 and abs(z + t * (x + 1 / x)) < 1e-12
    assert abs(-np.log(abs(x)) - kappa_of(z)) < 1e-10
    assert kappa_of(z) >= np.arcsinh(z.imag / (2 * t)) - 1e-12
    for n_sites in (5, 12):
        inverse = np.linalg.inv(z * np.eye(n_sites) - ring_matrix(n_sites))[0, 0]
        formula = chain_green(z) * (1 + x**n_sites) / (1 - x**n_sites)
        assert abs(inverse - formula) < 1e-10
        q = np.exp(-n_sites * kappa_of(z))
        gap = abs(inverse - chain_green(z))
        assert gap <= 2 * abs(chain_green(z)) * q / (1 - q) + 1e-12
    parts = [quad(lambda k: part(1 / (z + 2 * t * np.cos(k))), 0, np.pi,
                  epsabs=1e-11, limit=300)[0] / np.pi for part in (np.real, np.imag)]
    assert abs(parts[0] + 1j * parts[1] - chain_green(z)) < 1e-9

# Occupation of the infinite chain from the integral
n_chain = 0.5 + integrate_up(lambda w: chain_green(mu + 1j * w).real, 0.0) / np.pi
assert abs(n_chain - n_exact) < 1e-9

print(f"hopping t = {t:.1f} eV, chemical potential mu = {mu:.1f} eV")
print(f"k_F times lattice constant = {k_fermi:.6f} rad")
print(f"exact chain occupation per spin = {n_exact:.12f}")
print(f"impurity site (9-site ring, +0.7 eV): eigenvectors {n_imp_vectors:.8f}, "
      f"integral {n_imp_integral:.8f}")
print(f"6-site ring with two levels at mu = -t: occupation {n_half:.8f}")

# Exponential decay at fixed distance from the real axis
w_fixed = 0.2
z_fixed = mu + 1j * w_fixed
errors = {}
for n_sites in (20, 40, 80, 160):
    errors[n_sites] = abs(mesh_green(z_fixed, n_sites) - chain_green(z_fixed))
    z_near = mu + 0.001j
    near = abs(mesh_green(z_near, n_sites) - chain_green(z_near))
    print(f"N = {n_sites}: |G_N - G_inf| = {errors[n_sites]:.3e} 1/eV at w = 0.2 eV, "
          f"{near:.3e} 1/eV at w = 0.001 eV")
rate = np.log(errors[80] / errors[160]) / 80
assert abs(rate - kappa_of(z_fixed)) < 1e-4
small_w = 0.01
slope_law = small_w / (2 * t * np.sin(k_fermi))
assert abs(kappa_of(mu + 1j * small_w) / slope_law - 1) < 1e-3
print(f"decay rate per mesh point at w = 0.2 eV: measured {rate:.6f}, "
      f"kappa {kappa_of(z_fixed):.6f}")
print(f"kappa at w = 0.01 eV: {kappa_of(mu + 1j * small_w):.7f}, "
      f"small-w law {slope_law:.7f}")

# Mesh error collected above a lower limit w0
w_low = 0.1
for n_sites in (20, 60):
    numeric = integrate_up(lambda w: (mesh_green(mu + 1j * w, n_sites)
                                      - chain_green(mu + 1j * w)).real, w_low) / np.pi
    x_low = decay_factor(mu + 1j * w_low)
    closed = -2 / (np.pi * n_sites) * np.log(1 - x_low**n_sites).imag
    assert abs(numeric - closed) < 1e-9
    print(f"N = {n_sites}: occupation error from w > 0.1 eV: integral {numeric:.6e}, "
          f"formula {closed:.6e}")

# Full integral of a fixed ring: level counting and its sawtooth error
for n_sites in range(11, 400):
    counted = np.mean(mesh_energies(n_sites) < mu) - n_exact
    fraction = (n_sites * k_fermi / (2 * np.pi)) % 1.0
    assert abs(counted - (1 - 2 * fraction) / n_sites) < 1e-12
    assert abs(counted) <= 1 / n_sites + 1e-12
for n_sites in (100, 1000, 10000):
    counted = np.mean(mesh_energies(n_sites) < mu) - n_exact
    print(f"N = {n_sites}: counting error {counted:.3e}, envelope 1/N = {1/n_sites:.1e}")

# Gauss-Legendre rule on the half line
scale = 2 * t


def half_line_rule(n_nodes):
    u, weight = np.polynomial.legendre.leggauss(n_nodes)
    return scale * (1 + u) / (1 - u), weight * 2 * scale / (1 - u) ** 2


for n_nodes in (4, 8, 12, 16):
    w_nodes, w_weights = half_line_rule(n_nodes)
    g_nodes = chain_green(mu + 1j * w_nodes)
    n_rule = 0.5 + np.sum(w_weights * g_nodes.real) / np.pi
    print(f"M = {n_nodes} nodes, infinite chain: quadrature error {n_rule - n_exact:.2e}")
assert abs(n_rule - n_exact) < 1e-9

# Each node gets the mesh its distance from the real axis needs
delta = 1e-10
sizes = np.ceil(np.log(1 / delta) / np.arcsinh(w_nodes / (2 * t))).astype(int)
g_adapted = np.array([mesh_green(mu + 1j * w, m) for w, m in zip(w_nodes, sizes)])
n_adapted = 0.5 + np.sum(w_weights * g_adapted.real) / np.pi
bound = np.sum(w_weights * abs(g_nodes)) / np.pi * 2 * delta / (1 - delta)
assert abs(n_adapted - n_rule) <= bound
assert abs(n_adapted - n_exact) < 1e-9
total = int(sizes.sum())
largest = int(sizes.max())
g_same = np.array([mesh_green(mu + 1j * w, largest) for w in w_nodes])
n_same = 0.5 + np.sum(w_weights * g_same.real) / np.pi
assert abs(n_same - n_exact) < 1e-9
assert total < largest * len(w_nodes)
count_total = np.mean(mesh_energies(total) < mu) - n_exact
assert abs(count_total) > 100 * abs(n_adapted - n_exact)

print(f"mesh tolerance delta = {delta:.0e}, mapping scale s = {scale:.1f} eV")
for j in (0, 1, 4, 8, 15):
    print(f"node {j + 1}: w = {w_nodes[j]:.5f} eV, mesh points {sizes[j]}")
print(f"adapted meshes: occupation {n_adapted:.12f}, error {n_adapted - n_exact:.2e}")
print(f"mesh part of that error {n_adapted - n_rule:.2e}, bound {bound:.2e}")
print(f"total Green-function terms, adapted meshes: {total}")
print(f"largest mesh at all nodes: error {n_same - n_exact:.2e}, "
      f"terms {largest * len(w_nodes)}")
print(f"level counting with N = {total}: error {count_total:.2e}")

# Finite temperature: direct Fermi sums against Matsubara sums
temperature = 300.0
kt = k_boltzmann * temperature / charge


def thermal_occupation(n_sites):
    return np.mean(0.5 * (1 - np.tanh((mesh_energies(n_sites) - mu) / (2 * kt))))


n_thermal = thermal_occupation(6000)
n_terms = 100000
omega = (2 * np.arange(n_terms) + 1) * np.pi * kt
z_mats = mu + 1j * omega
tail = mu / (np.pi * 2 * np.pi * kt * n_terms)
n_matsubara = 0.5 + 2 * kt * np.sum(chain_green(z_mats).real) + tail
assert abs(n_matsubara - n_thermal) < 1e-9
shift = n_thermal - n_exact
dos_slope = mu / (np.pi * (4 * t**2 - mu**2) ** 1.5)
sommerfeld = np.pi**2 / 6 * kt**2 * dos_slope
assert abs(shift / sommerfeld - 1) < 0.01
print(f"T = {temperature:.0f} K: k_B T = {kt:.6f} eV, lowest frequency {omega[0]:.6f} eV")
print(f"occupation at 300 K = {n_thermal:.10f}, Matsubara sum {n_matsubara:.10f}")
print(f"thermal shift {shift:.4e}, leading Sommerfeld term {sommerfeld:.4e}")
kappa_thermal = kappa_of(z_mats[0])
print(f"kappa at lowest frequency = {kappa_thermal:.6f}, "
      f"1/kappa = {1 / kappa_thermal:.2f} mesh points")
x_mats = decay_factor(z_mats[:2000])
g_mats = chain_green(z_mats[:2000])
for n_sites in (50, 100, 200, 400):
    direct = thermal_occupation(n_sites) - n_thermal
    power = x_mats**n_sites
    predicted = 2 * kt * np.sum((g_mats * 2 * power / (1 - power)).real)
    assert abs(direct - predicted) < 1e-12
    print(f"N = {n_sites}, 300 K: mesh error direct {direct:.4e}, "
          f"Matsubara formula {predicted:.4e}")

print("every check passed")
```

Output:

```
hopping t = 1.0 eV, chemical potential mu = -0.6 eV
k_F times lattice constant = 1.266104 rad
exact chain occupation per spin = 0.403013315979
impurity site (9-site ring, +0.7 eV): eigenvectors 0.20947550, integral 0.20947550
6-site ring with two levels at mu = -t: occupation 0.33333333
N = 20: |G_N - G_inf| = 1.461e-01 1/eV at w = 0.2 eV, 5.508e+00 1/eV at w = 0.001 eV
N = 40: |G_N - G_inf| = 1.610e-02 1/eV at w = 0.2 eV, 2.752e+00 1/eV at w = 0.001 eV
N = 80: |G_N - G_inf| = 2.422e-04 1/eV at w = 0.2 eV, 1.386e+00 1/eV at w = 0.001 eV
N = 160: |G_N - G_inf| = 5.631e-08 1/eV at w = 0.2 eV, 7.303e-01 1/eV at w = 0.001 eV
decay rate per mesh point at w = 0.2 eV: measured 0.104583, kappa 0.104581
kappa at w = 0.01 eV: 0.0052414, small-w law 0.0052414
N = 20: occupation error from w > 0.1 eV: integral 3.334383e-03, formula 3.334383e-03
N = 60: occupation error from w > 0.1 eV: integral 2.656548e-04, formula 2.656548e-04
N = 100: counting error 6.987e-03, envelope 1/N = 1.0e-02
N = 1000: counting error -1.332e-05, envelope 1/N = 1.0e-03
N = 10000: counting error 8.668e-05, envelope 1/N = 1.0e-04
M = 4 nodes, infinite chain: quadrature error 1.86e-04
M = 8 nodes, infinite chain: quadrature error -1.04e-07
M = 12 nodes, infinite chain: quadrature error -1.08e-10
M = 16 nodes, infinite chain: quadrature error 1.01e-13
mesh tolerance delta = 1e-10, mapping scale s = 2.0 eV
node 1: w = 0.01066 eV, mesh points 4322
node 2: w = 0.05700 eV, mesh points 808
node 5: w = 0.47238 eV, mesh points 99
node 9: w = 2.41995 eV, mesh points 23
node 16: w = 375.39178 eV, mesh points 4
adapted meshes: occupation 0.403013315957, error -2.20e-11
mesh part of that error -2.21e-11, bound 4.76e-10
total Green-function terms, adapted meshes: 5946
largest mesh at all nodes: error -5.26e-14, terms 69152
level counting with N = 5946: error 1.15e-04
T = 300 K: k_B T = 0.025852 eV, lowest frequency 0.081216 eV
occupation at 300 K = 0.4029830152, Matsubara sum 0.4029830152
thermal shift -3.0301e-05, leading Sommerfeld term -3.0233e-05
kappa at lowest frequency = 0.042552, 1/kappa = 23.50 mesh points
N = 50, 300 K: mesh error direct 3.7273e-03, Matsubara formula 3.7273e-03
N = 100, 300 K: mesh error direct 6.4048e-04, Matsubara formula 6.4048e-04
N = 200, 300 K: mesh error direct 1.0178e-05, Matsubara formula 1.0178e-05
N = 400, 300 K: mesh error direct -1.4889e-09, Matsubara formula -1.4889e-09
every check passed
```
